# Charging Immunity and Relaxation Shifts of the Modified Auger Parameter: a numerical check

```python
"""
Modified Auger parameter: alpha' = E_K(Auger ijj) + E_B(photoelectron p).
Claims under test:
  (a) a uniform sample potential V leaves alpha' unchanged;
  (b) for equal initial-state core shifts, delta alpha' = 2 delta R,
      R = extra-atomic relaxation energy of ONE core hole.
Symbols: I1, I2 = energies to make one or two core holes (environment part),
v = initial-state part per hole, R1 = v - I1, R2 = 2 v - I2.
The environment is a fluorite-type oxygen lattice of induced point dipoles
around a Zr site. Lengths in nm, dipoles in e nm, energies in e^2/nm
(times KE_COUL gives eV).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.linalg import solve
from pyscf import gto, scf

KE_COUL = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # eV nm
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9

# Rough typical inputs for zirconia and its Zr lines
PHOTON, AUGER_KE, BINDING = 2984.0, 1840.0, 182.0       # eV
LATTICE, POL_O = 0.51, 0.0022                         # nm, nm^3
CHARGING, DRIFT = 12.0, 0.2                           # V
FILM, FIELD = 10.0, 0.1                               # nm, V/nm
ATT_AUGER, ATT_PHOTO = 3.0, 4.0                       # nm
BREAKDOWN = 5.0                                      # MV/cm
EPS_STATIC = 25.0


# ---------- uniform charging: follow electrons to the analyser ----------
def detected_energy(start_energy, surface_potential):
    """Newtonian flight through phi(x) = V exp(-x), mass 1, charge -1."""
    def motion(t, y):
        return [y[1], -surface_potential * np.exp(-y[0])]
    duration = 40 / np.sqrt(2 * (start_energy - surface_potential))
    path = solve_ivp(motion, (0, duration),
                     [0.0, np.sqrt(2 * start_energy)],
                     method="DOP853", rtol=1e-11, atol=1e-12)
    assert path.success
    return 0.5 * path.y[1, -1] ** 2


photo_ke = PHOTON - BINDING
alpha_neutral = AUGER_KE + BINDING
auger_charged = detected_energy(AUGER_KE, CHARGING)
photo_charged = detected_energy(photo_ke, CHARGING)
binding_charged = PHOTON - photo_charged
alpha_charged = auger_charged + binding_charged
assert abs(auger_charged - AUGER_KE + CHARGING) < 1e-5
assert abs(alpha_charged - alpha_neutral) < 1e-5
photo_drifted = detected_energy(photo_ke, CHARGING + DRIFT)
drift_error = auger_charged + PHOTON - photo_drifted - alpha_neutral
assert abs(drift_error - DRIFT) < 1e-5


# ---------- potential gradient inside the film ----------
def mean_depth(length):
    weight = quad(lambda z: np.exp(-z / length), 0, FILM)[0]
    return quad(lambda z: z * np.exp(-z / length), 0, FILM)[0] / weight


depth_auger, depth_photo = mean_depth(ATT_AUGER), mean_depth(ATT_PHOTO)
for length, depth in ((ATT_AUGER, depth_auger), (ATT_PHOTO, depth_photo)):
    closed_form = length - FILM / np.expm1(FILM / length)
    assert abs(depth - closed_form) < 1e-8
gradient_error = FIELD * (depth_photo - depth_auger)


# ---------- polarizable oxygen lattice around one Zr site ----------
def oxygen_sites(radius):
    odd = np.arange(-15, 16, 2)
    grid = np.array(np.meshgrid(odd, odd, odd)).reshape(3, -1).T
    sites = grid * LATTICE / 4
    return sites[np.linalg.norm(sites, axis=1) < radius]


def response_matrix(sites):
    n = len(sites)
    sep = sites[:, None, :] - sites[None, :, :]
    dist = np.linalg.norm(sep, axis=2)
    np.fill_diagonal(dist, 1.0)
    unit = sep / dist[:, :, None]
    block = np.eye(3) - 3 * unit[:, :, :, None] * unit[:, :, None, :]
    block /= dist[:, :, None, None] ** 3
    block[np.arange(n), np.arange(n)] = np.eye(3) / POL_O
    return block.transpose(0, 2, 1, 3).reshape(3 * n, 3 * n)


def point_field(sites, source):
    sep = sites - source
    return (sep / np.linalg.norm(sep, axis=1)[:, None] ** 3).ravel()


def linear_relaxation(radius):
    """One-hole relaxation in eV and equal-volume radius in nm."""
    sites = oxygen_sites(radius)
    field = point_field(sites, np.zeros(3))
    dipoles = solve(response_matrix(sites), field, assume_a="pos")
    volume = len(sites) * LATTICE ** 3 / 8
    rho = (3 * volume / (4 * np.pi)) ** (1 / 3)
    return 0.5 * field @ dipoles * KE_COUL, rho, len(sites)


# Electronic permittivity from the polarizability density (cubic lattice)
filling = 4 * np.pi / 3 * POL_O * 8 / LATTICE ** 3
eps_el = (1 + 2 * filling) / (1 - filling)


def missing_relaxation(rho, eps):
    return KE_COUL / (2 * rho) * (1 - 1 / eps)


r_small, rho_small, n_small = linear_relaxation(0.70)
r_nuc, rho_nuc, n_nuc = linear_relaxation(1.00)
r_large, rho_large, n_large = linear_relaxation(1.40)
lattice_gain = r_large - r_small
continuum_gain = (missing_relaxation(rho_small, eps_el)
                  - missing_relaxation(rho_large, eps_el))
# 20 percent: the atomic surface of a 0.7 nm sphere is not a sharp boundary
assert abs(lattice_gain / continuum_gain - 1) < 0.20
r_film = r_large + missing_relaxation(rho_large, eps_el)
delta_r = r_nuc - r_film


# ---------- factor two from total energies, anharmonic environment ----------
STIFFENING = 5.0e4      # quartic dipole energy (b/4)|p|^4, nm^-5 e^-2


def hole_energies(radius, outer_charge):
    """I1, I2, v in eV; a permanent charge sits 1.2 nm from the Zr site."""
    sites = oxygen_sites(radius)
    matrix = response_matrix(sites)
    source = np.array([0.0, 0.0, 1.2])
    hole_field = point_field(sites, np.zeros(3))
    outer_field = outer_charge * point_field(sites, source)
    outer_potential = outer_charge / np.linalg.norm(source)
    index = np.arange(len(sites))
    energies = []
    for holes in (0, 1, 2):
        force = outer_field + holes * hole_field
        p = solve(matrix, force, assume_a="pos")
        for _ in range(30):
            vec = p.reshape(-1, 3)
            square = (vec ** 2).sum(axis=1)
            gradient = (matrix @ p - force
                        + STIFFENING * (square[:, None] * vec).ravel())
            hessian = matrix.copy().reshape(len(sites), 3, len(sites), 3)
            hessian[index, :, index, :] += STIFFENING * (
                square[:, None, None] * np.eye(3)
                + 2 * vec[:, :, None] * vec[:, None, :])
            step = solve(hessian.reshape(matrix.shape), gradient)
            p = p - step
            if np.abs(step).max() < 1e-11:
                break
        else:
            raise AssertionError("dipole minimization did not converge")
        square = (p.reshape(-1, 3) ** 2).sum(axis=1)
        energies.append(0.5 * p @ matrix @ p - p @ force
                        + STIFFENING / 4 * (square ** 2).sum()
                        + holes * outer_potential)
        if holes == 0:
            v = outer_potential - p @ hole_field
    e0, e1, e2 = energies
    return (e1 - e0) * KE_COUL, (e2 - e0) * KE_COUL, v * KE_COUL


one_a, two_a, v_a = hole_energies(0.70, 0.5)
one_b, two_b, v_b = hole_energies(1.00, 0.0)
test_shift_v = v_a - v_b
test_delta_r = (v_a - one_a) - (v_b - one_b)
test_delta_alpha = (2 * one_a - two_a) - (2 * one_b - two_b)
quadratic_ratio = (2 * v_b - two_b) / (v_b - one_b)
assert abs(test_shift_v) > 0.1                 # initial states really differ
assert abs(quadratic_ratio / 4 - 1) > 0.01     # near shell is not linear
assert abs(test_delta_alpha / (2 * test_delta_r) - 1) < 0.05

# ---------- are the core-level initial-state shifts equal? ----------
basis = [[l, [0.08 * 2.5 ** k, 1.0]]
         for l, count in ((0, 18), (1, 13), (2, 9)) for k in range(count)]
ion = gto.M(atom="Zr 0 0 0", basis={"Zr": basis}, charge=4, spin=0,
            verbose=0)
mean_field = scf.RHF(ion).x2c()
mean_field.conv_tol = 1e-9
mean_field.kernel()
assert mean_field.converged
orbitals, levels = mean_field.mo_coeff, mean_field.mo_energy
shell_2p, shell_3d, shell_4d = slice(2, 5), slice(9, 14), slice(18, 23)
for shell in (shell_2p, shell_3d, shell_4d):
    assert np.ptp(levels[shell]) < 1e-4        # complete degenerate shells
assert levels[23] - levels[22] > 1e-3


def shell_average(operator, shell):
    c = orbitals[:, shell]
    return np.einsum("ai,ab,bi->", c, operator, c) / c.shape[1]


bond = np.sqrt(3) / 4 * LATTICE
with ion.with_rinv_origin((0.0, 0.0, bond / BOHR_NM)):
    inverse_distance = ion.intor("int1e_rinv")
outer_2p = shell_average(inverse_distance, shell_2p) * HARTREE
outer_3d = shell_average(inverse_distance, shell_3d) * HARTREE
assert abs(outer_2p - KE_COUL / bond) < 2e-3
assert abs(outer_2p - outer_3d) < 2e-3
c4d = orbitals[:, shell_4d]
coulomb, exchange = mean_field.get_jk(ion, c4d @ c4d.T / 5)
valence_potential = coulomb - exchange / 2
valence_2p = shell_average(valence_potential, shell_2p) * HARTREE
valence_3d = shell_average(valence_potential, shell_3d) * HARTREE
population_change = 0.1
population_bias = -population_change * (valence_2p - valence_3d)


# ---------- substrate polarization: leading image estimate ----------
def substrate_relaxation(height, eps):
    contrast = (eps - 1) / (eps + 1)
    # u = s/height: induced surface charge acting back on the hole
    integral = quad(lambda u: u / (1 + u * u) ** 2, 0, np.inf)[0]
    numerical = 0.5 * KE_COUL * contrast * integral / height
    assert abs(numerical - KE_COUL * contrast / (4 * height)) < 1e-7
    return numerical


sub_oxide = substrate_relaxation(rho_nuc, 2.1)
sub_silicon = substrate_relaxation(rho_nuc, 12.0)
delta_alpha = 2 * delta_r
static_alpha = -2 * missing_relaxation(rho_nuc, EPS_STATIC)
continuum_alpha = -2 * missing_relaxation(rho_nuc, eps_el)
edge_field = 2 * KE_COUL / (eps_el * rho_nuc ** 2) * 10   # MV/cm

print(f"Photon energy (rough input): {PHOTON:.0f} eV")
print(f"Film Auger kinetic energy (rough input): {AUGER_KE:.1f} eV")
print(f"Film Zr 3d binding energy (rough input): {BINDING:.1f} eV")
print(f"Film alpha', neutral: {alpha_neutral:.3f} eV")
print(f"Uniform sample potential: {CHARGING:.1f} V")
print(f"Charged: Auger kinetic energy {auger_charged:.3f} eV")
print(f"Charged: apparent binding energy {binding_charged:.3f} eV")
print(f"Charged: alpha' {alpha_charged:.3f} eV")
print(f"Drift {DRIFT:.1f} V before photo line: error {drift_error:.3f} eV")
print(f"Lattice parameter (rough input): {LATTICE:.2f} nm")
print(f"Oxygen polarizability (rough input): {POL_O:.4f} nm^3")
print(f"Zr-O distance: {bond:.4f} nm")
print(f"Electronic permittivity: {eps_el:.3f}")
for name, n, rho, r in (("small", n_small, rho_small, r_small),
                        ("nucleus", n_nuc, rho_nuc, r_nuc),
                        ("large", n_large, rho_large, r_large)):
    print(f"Sphere {name}: {n} O, radius {rho:.3f} nm, R {r:.3f} eV")
print(f"R gain small to large, lattice: {lattice_gain:.3f} eV")
print(f"R gain small to large, continuum: {continuum_gain:.3f} eV")
print(f"R in thick film: {r_film:.3f} eV")
print(f"Delta R, nucleus minus film: {delta_r:.3f} eV")
print(f"Binding shift at zero delta v: {-delta_r:.3f} eV")
print(f"Auger shift at zero delta v: {3 * delta_r:.3f} eV")
print(f"Delta alpha', nucleus minus film: {delta_alpha:.3f} eV")
print(f"Delta alpha', continuum formula: {continuum_alpha:.3f} eV")
print(f"Nucleus alpha': {alpha_neutral + delta_alpha:.2f} eV")
print(f"Anharmonic test: R(2)/R(1) = {quadratic_ratio:.3f}")
print(f"Anharmonic test: delta v = {test_shift_v:.3f} eV")
print(f"Anharmonic test: 2 delta R = {2 * test_delta_r:.4f} eV")
print(f"Anharmonic test: delta alpha' = {test_delta_alpha:.4f} eV")
print(f"Outer unit charge, potential energy at 2p: {outer_2p:.4f} eV")
print(f"Outer unit charge, potential energy at 3d: {outer_3d:.4f} eV")
print(f"One 4d electron raises 2p level by {valence_2p:.3f} eV")
print(f"One 4d electron raises 3d level by {valence_3d:.3f} eV")
print(f"Bias for +{population_change:.1f} 4d electron: "
      f"{population_bias:.3f} eV")
print(f"Film thickness: {FILM:.0f} nm; field {FIELD * 10:.1f} MV/cm")
print(f"Attenuation lengths (rough): Auger {ATT_AUGER:.1f}, "
      f"photo {ATT_PHOTO:.1f} nm")
print(f"Mean depths: Auger {depth_auger:.3f}, photo {depth_photo:.3f} nm")
print(f"Error in alpha' from film field: {gradient_error:.3f} eV")
print(f"Field if charging dropped over film: "
      f"{CHARGING / FILM * 10:.1f} MV/cm")
print(f"Breakdown field (rough input): {BREAKDOWN:.0f} MV/cm")
print(f"Two-hole field at nucleus edge: {edge_field:.2f} MV/cm")
print(f"Substrate eps 2.1: alpha' correction {2 * sub_oxide:+.3f} eV")
print(f"Substrate eps 12: alpha' correction {2 * sub_silicon:+.3f} eV")
print(f"Static permittivity (rough input): {EPS_STATIC:.0f}")
print(f"Delta alpha' if ions followed fully: {static_alpha:.3f} eV")
print("all assertions hold")
```

It prints:

```
Photon energy (rough input): 2984 eV
Film Auger kinetic energy (rough input): 1840.0 eV
Film Zr 3d binding energy (rough input): 182.0 eV
Film alpha', neutral: 2022.000 eV
Uniform sample potential: 12.0 V
Charged: Auger kinetic energy 1828.000 eV
Charged: apparent binding energy 194.000 eV
Charged: alpha' 2022.000 eV
Drift 0.2 V before photo line: error 0.200 eV
Lattice parameter (rough input): 0.51 nm
Oxygen polarizability (rough input): 0.0022 nm^3
Zr-O distance: 0.2208 nm
Electronic permittivity: 4.753
Sphere small: 88 O, radius 0.704 nm, R 3.822 eV
Sphere nucleus: 280 O, radius 1.035 nm, R 4.058 eV
Sphere large: 672 O, radius 1.386 nm, R 4.190 eV
R gain small to large, lattice: 0.368 eV
R gain small to large, continuum: 0.398 eV
R in thick film: 4.600 eV
Delta R, nucleus minus film: -0.542 eV
Binding shift at zero delta v: 0.542 eV
Auger shift at zero delta v: -1.627 eV
Delta alpha', nucleus minus film: -1.084 eV
Delta alpha', continuum formula: -1.099 eV
Nucleus alpha': 2020.92 eV
Anharmonic test: R(2)/R(1) = 3.878
Anharmonic test: delta v = 0.610 eV
Anharmonic test: 2 delta R = -0.4725 eV
Anharmonic test: delta alpha' = -0.4731 eV
Outer unit charge, potential energy at 2p: 6.5205 eV
Outer unit charge, potential energy at 3d: 6.5205 eV
One 4d electron raises 2p level by 18.551 eV
One 4d electron raises 3d level by 17.484 eV
Bias for +0.1 4d electron: -0.107 eV
Film thickness: 10 nm; field 1.0 MV/cm
Attenuation lengths (rough): Auger 3.0, photo 4.0 nm
Mean depths: Auger 2.630, photo 3.106 nm
Error in alpha' from film field: 0.048 eV
Field if charging dropped over film: 12.0 MV/cm
Breakdown field (rough input): 5 MV/cm
Two-hole field at nucleus edge: 5.66 MV/cm
Substrate eps 2.1: alpha' correction +0.247 eV
Substrate eps 12: alpha' correction +0.589 eV
Static permittivity (rough input): 25
Delta alpha' if ions followed fully: -1.336 eV
all assertions hold
```
